# Why the Middle Thermal State of a Silicon Ring Is Unstable

A laser sends 0.20 mW past a silicon ring, 60 pm to the long-wavelength side of the cold resonance. The ring can sit 0.13 K above its surroundings, or 0.87 K above them, with the same laser setting. The heat balance has a third solution, at 0.55 K, but the ring does not stay there. Started slightly below it, the ring cools to the first state; started slightly above, it warms to the last. In all three states heating equals heat loss, so balance alone cannot tell them apart. What matters is how each side of the balance changes when the temperature is disturbed.

The contributions are the absorption line, the thermal shift and the escape of heat. Each is worked out separately before they are weighed against each other.

## 1. The absorption line

Consider one travelling mode in a ring of circumference $L$. A fraction $K$ of the power crosses the coupler per pass. In the ring, power is absorbed at rate $\alpha_a$ and scattered out at rate $\alpha_s$ per unit length. Write $A=\alpha_aL$, $S=\alpha_sL$ and

$$\ell=A+S+K .$$

We take $\ell\ll1$, the high-finesse regime. Absorption is linear and due to carriers supplied by doping. Scattered light is assumed not to heat the ring.

Let $P$ be the input power and $E$ the field just after the coupler, with $|E|^2$ the circulating power. In steady state $E$ is the newly coupled field plus the field that has gone round once:

$$E=\sqrt{KP}+r e^{i\phi}E,\qquad r=\sqrt{1-K}\,e^{-(A+S)/2}\simeq1-\frac{\ell}{2}.$$

A constant phase of the coupled field has been dropped, since it does not affect power. Near resonance $\phi=2\pi m+\varphi$, with $m$ an integer and $\varphi$ small, so $1-re^{i\phi}\simeq \ell/2-i\varphi$. Hence

$$|E|^2=\frac{KP}{\ell^2/4+\varphi^2}=\frac{4K}{\ell^2}\,\frac{P}{1+(2\varphi/\ell)^2}.$$

To relate $\varphi$ to wavelength, differentiate $\phi=2\pi n_{\rm eff}L/\lambda$:

$$\frac{d\phi}{d\lambda}=-\frac{2\pi L}{\lambda^2}\left(n_{\rm eff}-\lambda\frac{\partial n_{\rm eff}}{\partial\lambda}\right)=-\frac{2\pi n_gL}{\lambda^2},$$

where $n_g$ is the group index. If the laser is at $\lambda_L$ and the resonance at $\lambda_r$, then

$$\frac{2\varphi}{\ell}=-x,\qquad x=\frac{\lambda_L-\lambda_r}{h},\qquad h=\frac{\lambda^2\ell}{4\pi n_gL}.$$

Thus $h$ is the half-width at half maximum, and positive $x$ means that the laser is red of the resonance. To leading order in the losses, the absorbed power is $A|E|^2$:

$$P_{\rm abs}=\frac{\eta P}{1+x^2},\qquad \eta=\frac{4KA}{\ell^2}.$$

The example uses round model parameters for a doped ring of radius 10 µm near 1550 nm, with $n_g=4$, $A=S=0.00628$ and $K=0.0125$. These give $\ell=0.0251$, $h=19.1$ pm and

$$\eta=\frac{4(0.0125)(0.00628)}{(0.02507)^2}=0.50 .$$

An explicit sum over round trips, without the Lorentzian approximation, was compared with this formula for $|x|\le4$. The largest difference was 0.6 percent of the Lorentzian value.

## 2. The thermal shift

Let $\Delta T$ be the temperature rise, taken as uniform over the ring. The resonance obeys $m\lambda_r=n_{\rm eff}(\lambda_r,T)L$. Differentiate at fixed $m$, neglecting thermal expansion:

$$m\frac{d\lambda_r}{dT}=L\left(\frac{\partial n_{\rm eff}}{\partial\lambda}\frac{d\lambda_r}{dT}+\frac{\partial n_{\rm eff}}{\partial T}\right).$$

Insert $m=n_{\rm eff}L/\lambda_r$, divide by $L$, and collect the terms in $d\lambda_r/dT$:

$$\frac{n_g}{\lambda_r}\frac{d\lambda_r}{dT}=\frac{\partial n_{\rm eff}}{\partial T}
\quad\Longrightarrow\quad
\frac{d\lambda_r}{dT}=\frac{\lambda_r}{n_g}\frac{\partial n_{\rm eff}}{\partial T}.$$

The group index appears because the mode index itself changes as the resonance moves. With $\partial n_{\rm eff}/\partial T=2\times10^{-4}$ per kelvin, the shift is $1550\ {\rm nm}\times2\times10^{-4}/4=77.5$ pm per kelvin. It is towards the red.

The natural temperature unit is the rise that moves the line by one half-width:

$$T_h=\frac{h}{d\lambda_r/dT}=\frac{19.07}{77.5}\ {\rm K}=0.246\ {\rm K}.$$

Define $\theta=\Delta T/T_h$, and let $\delta$ be the laser's distance from the cold resonance divided by $h$. Heating moves the resonance by $\theta$ half-widths, so

$$x=\delta-\theta .$$

Here $\delta=60/19.07=3.15$. Changes in $h$ and in the thermal coefficient over these small shifts are neglected.

## 3. Heat escape and the balance

Let $R$ be the thermal resistance to the surroundings and $C$ an effective heat capacity, which includes the cladding that warms with the ring. Energy conservation reads

$$C\frac{d\Delta T}{dt}=P_{\rm abs}-\frac{\Delta T}{R}.$$

Multiply by $R/T_h$ and set $\tau=RC$:

$$\tau\frac{d\theta}{dt}=\frac{p}{1+(\delta-\theta)^2}-\theta,\qquad p=\frac{R\eta P}{T_h}. \tag{1}$$

This assumes that the light adjusts to the current temperature without delay; section 7 removes that assumption. The number $p$ is the shift that would result if the laser were exactly on the hot resonance. With $R=10^4$ K/W,

$$p=\frac{10^4\times0.50\times0.20\times10^{-3}}{0.246}=4.06 .$$

If the index did not depend on temperature, the laser would stay 3.15 half-widths off resonance. The rise would then have the single value $p\,T_h/(1+\delta^2)=1.00\ {\rm K}/10.9=0.092$ K. The thermal shift raises this to 0.126 K in the cold state, and it also creates the two other solutions.

Setting the left side of (1) to zero and multiplying out gives

$$\theta^3-2\delta\theta^2+(1+\delta^2)\theta-p=0 .$$

For the example:

| State | $\theta$ | $x$ | $\Delta T$ (K) | $P_{\rm abs}$ (µW) |
|---|---:|---:|---:|---:|
| cold | 0.512 | 2.635 | 0.126 | 12.6 |
| middle | 2.248 | 0.899 | 0.553 | 55.3 |
| hot | 3.534 | −0.387 | 0.870 | 87.0 |

The round-trip sum also gives three states, at 0.127, 0.552 and 0.870 K, so they are not an artefact of the Lorentzian approximation.

## 4. When there are three states

It is easier to ask which drive holds a given shift than which shift follows from a given drive. The required drive is

$$p_s(\theta)=\theta\left[1+(\delta-\theta)^2\right],$$

which has one value for each $\theta$. Its slope is

$$\frac{dp_s}{d\theta}=1+(\delta-\theta)^2-2\theta(\delta-\theta)=3\theta^2-4\delta\theta+1+\delta^2 .$$

The discriminant of this quadratic is $16\delta^2-12(1+\delta^2)=4(\delta^2-3)$, so the slope vanishes at

$$\theta_\pm=\frac{2\delta\pm\sqrt{\delta^2-3}}{3}.$$

If $|\delta|\le\sqrt3$, the curve never falls and each drive gives one state. If $\delta<-\sqrt3$, both turning points are negative, while heating requires $\theta\ge0$; again there is one state. If $\delta>\sqrt3$, both turning points are positive. The required drive rises up to $\theta_-$, falls until $\theta_+$, and then rises without limit. Three distinct states therefore exist if and only if

$$\delta>\sqrt3\quad\hbox{and}\quad p_s(\theta_+)<p<p_s(\theta_-).$$

The middle state lies on the falling section. At $\delta=\sqrt3$ the turning points merge at $\theta=2/\sqrt3$. There $x=\sqrt3-2/\sqrt3=1/\sqrt3$, and

$$p=\frac{2}{\sqrt3}\left(1+\frac13\right)=\frac{8}{3\sqrt3}=1.54 .$$

This merging point corresponds to an offset of 33.0 pm and an input of 0.076 mW.

For the laser at 60 pm, $\sqrt{\delta^2-3}=2.63$, so $\theta_-=1.22$ and $\theta_+=2.97$. The corresponding drives are 5.75 and 3.06. One unit of $p$ is $0.20/4.064=0.0492$ mW of input, so the switching powers are 0.283 mW and 0.151 mW. Without the Lorentzian approximation the upper value is 0.281 mW and the lower one is unchanged to these digits. As the power rises slowly, the cold state ends at 0.283 mW and the ring jumps to the hot state. As it falls, the hot state ends at 0.151 mW. The input of 0.20 mW lies between them, where the past decides the state.

## 5. Weighing feedback against heat escape

Disturb a steady state by a small shift $\epsilon$. Heat escape contributes $-\epsilon$ to the right side of (1). The absorption line contributes

$$\epsilon\,\frac{d}{d\theta}\left[\frac{p}{1+(\delta-\theta)^2}\right]=G\epsilon,\qquad G=\frac{2px}{(1+x^2)^2}.$$

The sign is positive for $x>0$ because raising $\theta$ lowers $x$ and brings the resonance closer to the laser. Therefore

$$\tau\frac{d\epsilon}{dt}=(G-1)\epsilon. \tag{2}$$

The loop gain $G$ is the extra heating returned per unit of extra thermal shift, measured against an extra heat loss of one. The disturbance grows if $G>1$ and dies away if $G<1$.

This quantity also fixes the slope of the steady curve. On that curve $p=\theta(1+x^2)$, so

$$G=\frac{2\theta x}{1+x^2},\qquad
\frac{dp_s}{d\theta}=1+x^2-2\theta x=(1+x^2)(1-G). \tag{3}$$

The factor $1+x^2$ is positive. The falling section of $p_s$ is therefore precisely the section with $G>1$, which identifies the middle branch as the unstable one. The account at each state is:

| State | Feedback $G$ | Escape | Sum |
|---|---:|---:|---:|
| cold | +0.34 | −1 | −0.66 |
| middle | +2.23 | −1 | +1.23 |
| hot | −2.38 | −1 | −3.38 |

Positive feedback is present in the cold state too, but there it is weaker than heat escape. The first form in (3) shows why. It is the product of the shift $\theta$ and the fractional steepness of the line, $2x/(1+x^2)$. In the cold state the steepness is 0.66, which is not small, but $\theta$ is only 0.51. In the middle state the steepness is 0.99 and $\theta$ is 2.25, so their product exceeds one. Since $2x/(1+x^2)\le1$, with equality at $x=1$, instability requires $\theta>1$: the heat must have moved the resonance by more than one half-width.

In the hot state the resonance has passed the laser, so $x<0$. Further warming moves the line away and reduces absorption. Feedback and heat escape then both oppose the disturbance.

With a single thermal time $\tau=5$ µs, as assumed here, a small departure from the middle state grows by a factor $e$ in $5/1.235=4.05$ µs. Its eventual fate does not depend on linearization. Equation (1) can be rewritten as

$$\tau\frac{d\theta}{dt}=\frac{p-p_s(\theta)}{1+(\delta-\theta)^2}.$$

Between the cold and middle states $p_s>p$, so the ring cools. Between the middle and hot states $p_s<p$, so it warms. The middle state is thus the boundary between the two sets of starting temperatures. Time integration from 0.01 half-widths on either side confirmed this: the runs ended at $\theta=0.512$ and $\theta=3.534$.

The middle branch has another odd property. Inverting (3) gives

$$\frac{d\theta}{dp}=\frac{1}{(1+x^2)(1-G)},$$

which is −0.45 there: the steady solution at higher power is cooler. This is not how a ring placed on the branch responds. If the power is raised, heating at once exceeds loss and the ring warms, while the new middle solution lies below it. The ring moves away from that solution and keeps warming until it reaches the hot state, where balance is restored.

## 6. Sweeping the wavelength

Now hold the power fixed and tune the laser. Every steady state can be labelled by $x$:

$$\theta=\frac{p}{1+x^2},\qquad \delta=x+\frac{p}{1+x^2},\qquad \frac{d\delta}{dx}=1-G .$$

The turning points again lie at $G=1$, or

$$(1+x^2)^2=2px .$$

At fixed $p$, the derivative of $x/(1+x^2)^2$ has the sign of $1-3x^2$. The gain is therefore largest at $x=1/\sqrt3$, where it equals $3\sqrt3\,p/8$. A bistable wavelength range exists if this exceeds one, so $p>8/(3\sqrt3)$, in agreement with section 4.

For $p=4.06$ the two solutions are $x=0.127$ and $x=1.622$. They give:

- end of the hot branch: $\delta=0.127+4.000=4.127$, an offset of 78.7 pm;
- end of the cold branch: $\delta=1.622+1.119=2.741$, an offset of 52.3 pm.

A slow sweep towards the red drags the resonance along until 78.7 pm, where the ring drops to the cold state. A slow sweep back leaves the ring cold until 52.3 pm (52.4 pm without the Lorentzian approximation), where it jumps to the hot state. The laser at 60 pm lies inside this range of 26.4 pm, 7.7 pm from one end and 18.7 pm from the other. The surroundings must therefore be steady too: at 77.5 pm per kelvin, warming them by 0.10 K ends the cold state, and cooling them by 0.24 K ends the hot one. "Slow" means that the ring can settle at each setting; by (2), a small departure decays in a time $\tau/(1-G)$, which grows without limit as a turning point is approached and $G$ tends to one. Simulated sweeps in steps of 0.02 in $\delta$ jumped at 4.14 and 2.74.

The hot branch does not end at its absorption peak. The peak is at $x=0$, where $\delta=p$, or 77.5 pm. In the last 1.2 pm before the drop, the laser is already red of the hot resonance and feedback is positive, but $0<G<1$. Crossing the peak changes the sign of the feedback; stability is lost later, when $G$ reaches one.

Two limits show how the range grows. For large $p$, the smaller root is $x\simeq1/(2p)$. Expanding $p/(1+x^2)\simeq p-px^2$ gives the hot end at

$$\delta\simeq p+\frac{1}{2p}-\frac{1}{4p}=p+\frac{1}{4p}.$$

At the larger root $x^4\simeq2px$, so $x\simeq(2p)^{1/3}$ and $\theta\simeq p/x^2=x/2$. The cold end is then at $\delta\simeq\frac32(2p)^{1/3}$. Both ends move towards the red as the power rises. The hot end moves nearly in proportion to the power and the cold end much more slowly, so the hysteresis range widens. At $p=4.06$ the first estimate gives 4.13, close to the full value; the second gives 3.02, which is 10 percent above 2.74.

The direction of the asymmetry follows from the sign of the thermal shift. For a laser blue of the cold resonance, $\delta<0$ and hence $x<0$, so the feedback is negative at every temperature rise. If the index fell with temperature, the same equations would hold with red and blue exchanged.

## 7. The contribution of the optical delay

The light has its own response time. One round trip takes $n_gL/c$, and the change of $E$ per trip is $\sqrt{KP}-(\ell/2)(1+ix)E$. Let $a$ be $E$ divided by its resonant steady value, and measure time $s$ in units of twice the photon lifetime $n_gL/(c\ell)$. Then

$$\frac{da}{ds}=1-(1+ix)a,\qquad \frac{d\theta}{ds}=\varepsilon\left(p|a|^2-\theta\right),$$

where $\varepsilon$ is twice the photon lifetime divided by $\tau$. With $a=u+iv$ and $x=\delta-\theta$, the linearized system has the matrix

$$J=\begin{pmatrix}-1&x&-v\\-x&-1&u\\2\varepsilon pu&2\varepsilon pv&-\varepsilon\end{pmatrix}.$$

Expand the determinant along the last row. The terms in $uv$ cancel, leaving

$$\det J=2\varepsilon px(u^2+v^2)-\varepsilon(1+x^2).$$

In steady state $u^2+v^2=1/(1+x^2)$, so

$$\det J=\varepsilon(1+x^2)(G-1).$$

On the middle branch this is positive. The characteristic polynomial $\det(\mu I-J)$ equals $-\det J<0$ at $\mu=0$ and tends to $+\infty$ for large $\mu$, so it has a positive real root. Within this model, the middle branch is unstable whatever the ratio of optical to thermal times.

For the outer branches the determinant is not enough, since it cannot exclude a growing oscillation. Here the wide separation of times excludes one. For small $\varepsilon$, two eigenvalues stay near $-1\pm ix$ and decay. The product of these two is $1+x^2$, so the third is approximately $\varepsilon(G-1)$, as in (2). Here the photon lifetime is 33 ps against 5 µs. The computed slow rates, multiplied by $\tau$, are −0.66, +1.23 and −3.38. A scan along the steady curve at this laser wavelength found growth between $\theta_-$ and $\theta_+$ and none at the sampled points outside.

## 8. What has been left out

The omitted nonlinear effects are estimated for the hot state, which has the largest circulating power of the three, $87.0\ {\rm µW}/0.00628=13.8$ mW. With a mode area of 0.1 µm², a carrier lifetime of 1 ns and rough material coefficients, their sizes are:

- two-photon absorption: 0.7 percent of linear absorption;
- Kerr index change: 0.4 percent of the thermal one;
- index change from light-generated carriers: 2 percent of the thermal one, with opposite sign;
- absorption by those carriers: 0.6 percent of linear absorption.

These are estimates of magnitude, not corrections to the tabulated temperatures. For these values (two-photon coefficient $5\times10^{-12}$ m/W, index change $10^{-26}$ m³ per carrier pair) heating outweighs the other effects by a wide margin, helped by the strong linear absorption that doping provides. The margin depends on the short carrier lifetime, because the carrier terms scale with the lifetime and with the two-photon coefficient. At 10 ns the carrier index change reaches about 22 percent of the thermal one, and the middle and hot states move to about 0.75 K and 1.02 K. If the two-photon coefficient is also doubled, only the cold state remains at this laser setting. With weaker linear absorption, more circulating power is needed for the same heat, and the two-photon and carrier terms gain weight. Once they are comparable with the thermal terms, equation (1) is no longer sufficient.

The model also leaves out coupling between the two directions of travel. This can split the resonance, and a splitting of about one full linewidth can leave only one state at the laser setting used here. Temperature differences within the ring and its cladding are left out as well. They introduce more than one thermal time and so change how fast a disturbance grows or decays. The main parameters and results are collected in the numerical output below.

## Calculated quantities

```
wavelength 1550 nm, radius 10 um
group index 4.0, mode number 97
mode index 2.3929, circumference 62.83 um
absorption 100 /m, scattering 100 /m
power coupling 0.0125, dn_eff/dT 2.0e-04 /K
thermal resistance 10000 K/W, tau 5 us
input 0.20 mW, laser offset 60 pm
absorption loss per round trip A 0.00628
scattering loss per round trip S 0.00628
total loss per round trip 0.02507
absorbed fraction on resonance eta 0.5000
half-width 19.07 pm
quality factor 40644
photon lifetime 33.4 ps
resonance shift 77.50 pm/K
temperature for one half-width 0.2460 K
delta 3.1466, p 4.0644
largest Lorentzian error 0.62 percent
cold: theta 0.5117, x 2.6349
cold: dT 0.1259 K, absorbed 12.59 uW
cold: G 0.3395, dtheta/dp 0.1906
cold: round-trip sum dT 0.1270 K, G 0.3425
cold: full-model growth rate x tau -0.6605
middle: theta 2.2475, x 0.8991
middle: dT 0.5530 K, absorbed 55.30 uW
middle: G 2.2349, dtheta/dp -0.4478
middle: round-trip sum dT 0.5517 K, G 2.2232
middle: full-model growth rate x tau 1.2348
hot: theta 3.5340, x -0.3874
hot: dT 0.8695 K, absorbed 86.95 uW
hot: G -2.3808, dtheta/dp 0.2572
hot: round-trip sum dT 0.8697 K, G -2.3722
hot: full-model growth rate x tau -3.3810
middle e-folding time 4.05 us
start 0.01 below middle: ends at theta 0.5117
start 0.01 above middle: ends at theta 3.5340
cusp: delta 1.7321, p 1.5396
cusp: offset 33.03 pm, input 0.0758 mW
switch to hot: theta 1.2221, p 5.7485, 0.2829 mW
switch to cold: theta 2.9734, p 3.0626, 0.1507 mW
simulated power jumps: p 5.76 up, 3.06 down
red sweep fold: x 0.1270, theta 3.9998
red sweep fold: delta 4.1269, offset 78.69 pm
blue sweep fold: x 1.6221, theta 1.1193
blue sweep fold: delta 2.7414, offset 52.27 pm
simulated jumps: delta 4.14 red, 2.74 blue
hot circulating power 13.84 mW
two-photon / linear absorption 0.0069
Kerr / thermal index change 0.0040
carrier / thermal index change 0.0215
generated-carrier / linear absorption 0.0056
```
